# The Tran-Blaha exchange potential in the uniform electron gas: a program that tests the result

```python
"""
Tran-Blaha (TB) exchange potential in the uniform electron gas.

Result under test, for one spin with density n and k_F = (6 pi^2 n)^(1/3):
    v_TB = c v_BR + (3c-2) (e^2/pi) sqrt(5 m tau / (6 hbar^2 n))
equals the local-density exchange potential v_x = -e^2 k_F/pi for every c
if the Becke-Roussel term v_BR equals the Slater potential v_S.
In general v_TB = v_x + c (v_BR - v_S).

tau   : kinetic energy density (hbar^2/2m) sum |grad psi|^2 of that spin
gamma : factor multiplying the s^2 coefficient of the hole in v_BR
x, b  : product a*b and centre distance of the model hole a^3 exp(-a r)/(8 pi)
Units : eV and angstrom; e^2 is the Gaussian squared charge.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10             # eV angstrom
HB2_2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e20       # eV angstrom^2
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def fermi_k(n):
    return (6 * np.pi**2 * n) ** (1 / 3)


# ---------- derived closed forms ----------
def slater_formula(n):
    return -3 * E2 * fermi_k(n) / (2 * np.pi)


def lda_formula(n):
    return -E2 * fermi_k(n) / np.pi


def tau_formula(n):
    return 0.6 * HB2_2M * fermi_k(n) ** 2 * n


def becke_roussel_formula(n, gamma):
    target = 0.3 * gamma * (6 * np.pi) ** (2 / 3)
    x = brentq(lambda y: (2 - y) * np.exp(2 * y / 3) / y - target,
               1e-6, 2.0, xtol=1e-14)
    b = x * np.exp(-x / 3) / (8 * np.pi * n) ** (1 / 3)
    v = -E2 / b * (1 - np.exp(-x) * (1 + x / 2))
    return x, b, v


# ---------- definition of the TB potential ----------
def kinetic_term(c, n, tau):
    # m/hbar^2 = 1/(2 HB2_2M)
    return (3 * c - 2) * E2 / np.pi * np.sqrt(5 * tau / (12 * HB2_2M * n))


def tran_blaha(c, n, tau, v_br):
    return c * v_br + kinetic_term(c, n, tau)


# ---------- independent numerical road ----------
def plane_wave_sum(radius):
    """Number of integer vectors in a sphere and the sum of their squares."""
    m = np.arange(-int(radius) - 1, int(radius) + 2)
    sq = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2)
    inside = sq[sq <= radius**2]
    return inside.size, float(inside.sum())


N_WAVES, SUM_SQ = plane_wave_sum(60.3)


def tau_box(n):
    """Kinetic energy density of N_WAVES plane waves in a periodic cube."""
    length = (N_WAVES / n) ** (1 / 3)
    return HB2_2M * (2 * np.pi / length) ** 2 * SUM_SQ / length**3


GL_K, GW_K = np.polynomial.legendre.leggauss(200)
GL_S, GW_S = np.polynomial.legendre.leggauss(10)


def hole_numeric(s, n):
    """Exchange-hole depth from a numerical sum over occupied k."""
    kf = fermi_k(n)
    k = 0.5 * kf * (GL_K + 1)
    w = 0.5 * kf * GW_K
    matrix = np.sinc(np.outer(s, k) / np.pi) @ (w * k**2) / (2 * np.pi**2)
    return matrix**2 / n


def slater_numeric(n):
    edges = np.linspace(0, 120.0, 301)
    half = 0.5 * (edges[1] - edges[0])
    s = (edges[:-1, None] + half * (GL_S + 1)).ravel()
    w = np.tile(half * GW_S, 300)
    return -E2 * np.sum(w * 4 * np.pi * s * hole_numeric(s, n))


def lda_numeric(n):
    """Density derivative of the exchange energy density n v_S/2."""
    d = 0.01 * n
    up = 0.5 * (n + d) * slater_numeric(n + d)
    down = 0.5 * (n - d) * slater_numeric(n - d)
    return (up - down) / (2 * d)


def fock_at_fermi_level(n):
    """Exchange energy of the highest occupied plane wave."""
    kf = fermi_k(n)
    integral = quad(lambda k: k * np.log((kf + k) / (kf - k)), 0, kf)[0]
    return -E2 * integral / (np.pi * kf)


def model_hole(s, a, b):
    """Spherical average, at distance s, of the off-centre exponential."""
    nodes, weights = np.polynomial.legendre.leggauss(60)
    s = np.atleast_1d(s)
    low, high = np.abs(b - s), b + s
    half = 0.5 * (high - low)
    r = low[:, None] + half[:, None] * (nodes + 1)
    integral = half * ((r * np.exp(-a * r)) @ weights)
    return a**3 / (8 * np.pi) * integral / (2 * b * s)


def close(value, reference, rel):
    return abs(value - reference) <= rel * abs(reference)


n_spin = 0.1
c_values = [-0.012, 0.0, 1.0, 1.2, 1.5]

# Tests of every ingredient and of the sum, for two spin densities.
worst = 0.0
for n in (n_spin, 0.03):
    v_s, v_x, tau = slater_numeric(n), lda_numeric(n), tau_box(n)
    assert close(tau, tau_formula(n), 1e-3)         # finite number of waves
    assert close(v_s, slater_formula(n), 2e-4)      # finite radial cutoff
    assert close(v_x, lda_formula(n), 3e-4)
    assert close(fock_at_fermi_level(n), lda_formula(n), 1e-7)
    for c in c_values + [-3.0, 4.0]:
        error = abs(tran_blaha(c, n, tau, v_s) / v_x - 1)
        worst = max(worst, error / (1 + abs(c)))
        assert error < 1e-3 * (1 + abs(c))

# s^2 coefficient of the true hole.
step = 0.01
curv = (hole_numeric(np.array([step]), n_spin)[0] - n_spin) / step**2
assert close(curv, -n_spin * fermi_k(n_spin) ** 2 / 5, 1e-3)

# Becke-Roussel solution against the conditions that define it.
for gamma in (1.0, 0.8):
    x, b, v_br = becke_roussel_formula(n_spin, gamma)
    a = x / b
    h0 = a**3 / (8 * np.pi) * np.exp(-a * b)
    assert close(h0, n_spin, 1e-10)
    model_curv = (model_hole(step, a, b)[0] - n_spin) / step**2
    assert close(model_curv, gamma * curv, 2e-3)    # finite step
    charge = coulomb = 0.0
    for lo, hi in ((0.0, b), (b, b + 40 / a)):
        s = lo + 0.5 * (hi - lo) * (GL_K + 1)
        w = 0.5 * (hi - lo) * GW_K
        h = model_hole(s, a, b)
        charge += np.sum(w * 4 * np.pi * s**2 * h)
        coulomb += np.sum(w * 4 * np.pi * s * h)
    assert close(charge, 1.0, 1e-7)
    assert close(-E2 * coulomb, v_br, 1e-7)
    # Deviation law, with a kinetic term from the explicit plane-wave sum.
    ratio = v_br / slater_formula(n_spin)
    for c in c_values:
        direct = tran_blaha(c, n_spin, tau_box(n_spin), v_br)
        law = lda_formula(n_spin) * (1 + 1.5 * c * (ratio - 1))
        assert close(direct, law, 1e-3 * (1 + abs(c)))


def br_ratio(gamma, n=n_spin):
    return becke_roussel_formula(n, gamma)[2] / slater_formula(n)


ratios = np.array([br_ratio(g) for g in np.linspace(0.05, 3.0, 60)])
assert np.all(np.diff(ratios) < 0)
assert close(br_ratio(1.0, 0.03), br_ratio(1.0), 1e-10)
gamma_star = brentq(lambda g: br_ratio(g) - 1, 0.5, 1.0, xtol=1e-13)

# With gamma = 1 the potential must visibly depend on c.
v_br_one = becke_roussel_formula(n_spin, 1.0)[2]
spread = (tran_blaha(1.5, n_spin, tau_box(n_spin), v_br_one)
          - tran_blaha(0.0, n_spin, tau_box(n_spin), v_br_one))
assert abs(spread) > 0.1

# ---------- worked example ----------
tau = tau_formula(n_spin)
v_s, v_x = slater_formula(n_spin), lda_formula(n_spin)
print(f"density per spin            {n_spin:.3f} angstrom^-3")
print(f"e^2                         {E2:.5f} eV angstrom")
print(f"hbar^2/(2m)                 {HB2_2M:.5f} eV angstrom^2")
print(f"k_F                         {fermi_k(n_spin):.5f} angstrom^-1")
print(f"tau per spin, formula       {tau:.5f} eV angstrom^-3")
print(f"tau per spin, box sum       {tau_box(n_spin):.5f} eV angstrom^-3")
print(f"plane waves in box sum      {N_WAVES}")
print(f"v_S, formula                {v_s:.4f} eV")
print(f"v_S, numerical hole         {slater_numeric(n_spin):.4f} eV")
print(f"v_x, formula                {v_x:.4f} eV = {v_x / HARTREE:.5f} hartree")
print(f"v_x, finite difference      {lda_numeric(n_spin):.4f} eV")
print(f"Fock exchange at k_F        {fock_at_fermi_level(n_spin):.4f} eV")
print(f"largest relative error/(1+|c|) of numerical sum  {worst:.1e}")
print("v_BR = v_S: c, c*v_S, kinetic term, v_TB (eV)")
for c in c_values:
    kin = kinetic_term(c, n_spin, tau)
    print(f"  {c:7.3f} {c * v_s:10.4f} {kin:10.4f} {c * v_s + kin:10.4f}")
for gamma in (1.0, 0.8):
    x, b, v_br = becke_roussel_formula(n_spin, gamma)
    print(f"gamma = {gamma:.1f}: x = {x:.5f}, b = {b:.5f} angstrom")
    print(f"  v_BR = {v_br:.4f} eV, v_BR/v_S = {v_br / v_s:.6f}")
    print("  c, v_TB (eV), v_TB - v_x (meV)")
    for c in c_values:
        v = tran_blaha(c, n_spin, tau, v_br)
        shift = 1000 * (v - v_x) + 0.0
        if abs(shift) < 1e-8:
            shift = 0.0
        print(f"  {c:7.3f} {v:10.4f} {shift:10.3f}")
print(f"gamma giving v_BR = v_S     {gamma_star:.5f}")
print("verified")
```

Output:

```
density per spin            0.100 angstrom^-3
e^2                         14.39965 eV angstrom
hbar^2/(2m)                 3.80998 eV angstrom^2
k_F                         1.80919 angstrom^-1
tau per spin, formula       0.74824 eV angstrom^-3
tau per spin, box sum       0.74824 eV angstrom^-3
plane waves in box sum      918657
v_S, formula                -12.4388 eV
v_S, numerical hole         -12.4385 eV
v_x, formula                -8.2925 eV = -0.30474 hartree
v_x, finite difference      -8.2924 eV
Fock exchange at k_F        -8.2925 eV
largest relative error/(1+|c|) of numerical sum  6.1e-05
v_BR = v_S: c, c*v_S, kinetic term, v_TB (eV)
   -0.012     0.1493    -8.4418    -8.2925
    0.000    -0.0000    -8.2925    -8.2925
    1.000   -12.4388     4.1463    -8.2925
    1.200   -14.9265     6.6340    -8.2925
    1.500   -18.6581    10.3656    -8.2925
gamma = 1.0: x = 0.93487, b = 0.50350 angstrom
  v_BR = -12.1211 eV, v_BR/v_S = 0.974465
  c, v_TB (eV), v_TB - v_x (meV)
   -0.012    -8.2963     -3.812
    0.000    -8.2925      0.000
    1.000    -7.9749    317.627
    1.200    -7.9113    381.152
    1.500    -7.8161    476.441
gamma = 0.8: x = 1.10157, b = 0.56121 angstrom
  v_BR = -12.4338 eV, v_BR/v_S = 0.999600
  c, v_TB (eV), v_TB - v_x (meV)
   -0.012    -8.2926     -0.060
    0.000    -8.2925      0.000
    1.000    -8.2875      4.972
    1.200    -8.2865      5.967
    1.500    -8.2850      7.459
gamma giving v_BR = v_S     0.79704
verified
```
